# Condensed Fukui Indices for Electron Addition to Boron Trichloride

## What symmetry leaves to be computed

Planar boron trichloride has one boron atom and three chlorine atoms that a rotation by 120° exchanges. Suppose one electron is added with the nuclei held still, and the increase in electron population is shared among the atoms. Each share is a pure number. If both electron densities have the threefold symmetry, and the rule for dividing them treats equivalent atoms alike, the chlorine shares are equal. If the rule also loses no electrons,

$$f_B+3f_{Cl}=1,\qquad f_{Cl}=\frac{1-f_B}{3}.$$

One number, $f_B$, remains. Its value depends on the electronic states and on the setting that electronic-structure programs call population analysis, or atomic charge scheme. This guide derives what that setting does, what the sum of one verifies, and what must be verified by other means.

The symmetry argument needs a symmetric anion density. An electron in one member of a degenerate pair of orbitals could break it. For use as a code check, all four shares must be computed separately; filling in the chlorine values from the relation above would make the check empty.

## Definition and signs

Let $N$ be the electron number of the neutral molecule, $p_k$ the electron population assigned to atom $k$, and $Z_k$ its nuclear charge number. Charges are in units of the elementary charge $e$:

$$q_k=Z_k-p_k.$$

The condensed Fukui index for electron addition is the population of the anion minus that of the neutral, at the neutral's geometry:

$$f_k^+=p_k(N+1)-p_k(N).$$

Inserting $p_k=Z_k-q_k$ cancels $Z_k$ and reverses the order:

$$f_k^+=[Z_k-q_k(N+1)]-[Z_k-q_k(N)]=q_k(N)-q_k(N+1).$$

The index is therefore neutral charge minus anion charge, and it is positive where electrons accumulate. Below, $f_k$ means $f_k^+$. It is a difference over one whole electron, not a derivative with respect to $N$.

## What the charge scheme does

In a real basis $\phi_\mu$, the density summed over both spins is

$$\rho(\mathbf r)=\sum_{\mu\nu}D_{\mu\nu}\phi_\mu(\mathbf r)\phi_\nu(\mathbf r).$$

Integrating it, with $S_{\mu\nu}=\int\phi_\mu\phi_\nu\,d^3r$ and $S$ symmetric, gives

$$N=\sum_{\mu\nu}D_{\mu\nu}S_{\mu\nu}=\mathrm{Tr}(DS).$$

The three schemes treated here all replace $S$ by an atomic part of it:

$$p_k=\mathrm{Tr}(DW_k).$$

**Mulliken.** Let $P_k$ be the diagonal matrix with ones for the functions centred on atom $k$ and zeros elsewhere. The population is $\mathrm{Tr}(DSP_k)$. Transposing the product leaves its trace unchanged, so it also equals $\mathrm{Tr}(P_kSD)=\mathrm{Tr}(DP_kS)$. The average of the two forms gives the symmetric matrix

$$W_k=\tfrac12(P_kS+SP_k).$$

**Löwdin.** The overlap is split symmetrically before the projection: $W_k=S^{1/2}P_kS^{1/2}$.

**Hirshfeld.** Space is divided by free-atom densities $\rho_k^0$ placed at the nuclei:

$$w_k(\mathbf r)=\frac{\rho_k^0(\mathbf r)}{\sum_j\rho_j^0(\mathbf r)},\qquad (W_k)_{\mu\nu}=\int w_k\phi_\mu\phi_\nu\,d^3r.$$

Every basis function belongs to one atom, so $\sum_kP_k$ is the unit matrix. The Mulliken matrices then sum to $(S+S)/2=S$, and the Löwdin matrices to $S^{1/2}S^{1/2}=S$. The Hirshfeld weights sum to one at each point, so their matrices sum to $S$ as well.

With $\Delta D=D_{N+1}-D_N$, the sum rule follows:

$$\sum_kf_k=\sum_k\mathrm{Tr}(\Delta D\,W_k)=\mathrm{Tr}(\Delta D\,S)=(N+1)-N=1.$$

No property of the Hamiltonian has been used. A poor density with the right electron number passes as well as a good one, and so does any complete partition.

## Why one scheme can give an index above one

Consider one electron in an orbital $c$. Its Hirshfeld population, $\int w_k|\psi|^2d^3r$, lies between zero and one because $0\le w_k\le1$. Its Löwdin population is the squared length of $P_kS^{1/2}c$, part of a vector of unit length, so it has the same bounds.

The Mulliken population has no such bounds. Take two normalized functions, one on atom $a$ and one on atom $b$, with overlap $s$ and coefficients $c_a,c_b$. Then

$$p_a=c_a^2+sc_ac_b,\quad p_b=c_b^2+sc_ac_b,\quad p_a+p_b=1.$$

Write $c_a=x+y$ and $c_b=x-y$. The difference of populations and the normalization become

$$p_a-p_b=c_a^2-c_b^2=4xy,$$
$$1=c_a^2+c_b^2+2sc_ac_b=2(1+s)x^2+2(1-s)y^2.$$

Set $X=x\sqrt{2(1+s)}$ and $Y=y\sqrt{2(1-s)}$, so that $X^2+Y^2=1$. Since $xy=XY/(2\sqrt{1-s^2})$ and $2XY\le X^2+Y^2=1$,

$$p_a-p_b=\frac{2XY}{\sqrt{1-s^2}}\le\frac1{\sqrt{1-s^2}},$$

and, with $p_a=\tfrac12[1+(p_a-p_b)]$,

$$p_a\le\frac12\left(1+\frac1{\sqrt{1-s^2}}\right).$$

For $s=0$ the bound is one. As $s\to1$ it grows without limit, and $p_b=1-p_a$ can then become negative without limit. Diffuse functions on neighbouring atoms overlap strongly, which is the dangerous regime. The sum stays one throughout.

These bounds concern a single orbital. A full Fukui index also contains the rearrangement of the density, so even a Hirshfeld index is not confined to the range from zero to one by this argument.

## Frozen orbital and relaxation

Let $c$ be the lowest empty orbital of the neutral. Define $R$ as whatever remains after this orbital has been filled without any other change:

$$D_{N+1}=D_N+cc^T+R.$$

Multiplying by $W_k$ and taking the trace gives

$$f_k=c^TW_kc+\mathrm{Tr}(RW_k).$$

Summed over atoms, the first term gives $c^TSc=1$. The second must then sum to zero: relaxation moves population between atoms and creates none. It includes the change in shape of the added orbital as well as the response of the other electrons.

An estimate from the empty orbital alone therefore also satisfies the sum rule. The sum cannot show whether relaxation has been included.

## An index obtained from energies

Raise the potential energy of electrons on atom $k$ by adding $\lambda W_k$ to the one-electron Hamiltonian. For Hartree–Fock theory in a fixed basis, the energy is

$$E_\lambda[D]=E_0[D]+\lambda\,\mathrm{Tr}(DW_k).$$

The self-consistent $D$ changes with $\lambda$, but the energy is stationary under every allowed change of $D$, so this implicit dependence contributes nothing to the first derivative. Neither the basis nor its overlap depends on $\lambda$. The explicit dependence remains:

$$\frac{dE_\lambda}{d\lambda}=\mathrm{Tr}(DW_k)=p_k.$$

Subtracting the result for the neutral from that for the anion gives

$$f_k=\left.\frac{d}{d\lambda}[E_\lambda(N+1)-E_\lambda(N)]\right|_{\lambda=0}=-\left.\frac{dA}{d\lambda}\right|_{\lambda=0},$$

where $A=E(N)-E(N+1)$ is the vertical electron affinity. A large index marks an atom where a repulsive potential strongly reduces the affinity.

The derivative can be taken from energies at $\pm\lambda$. In the Taylor series of $[F(\lambda)-F(-\lambda)]/(2\lambda)$ the even terms cancel, leaving $F'(0)+\lambda^2F'''(0)/6$ and higher terms. With $\lambda=0.001$ hartree, the Hartree–Fock boron index is 0.35146 from energies and 0.35146 from charges in the Hirshfeld scheme. In the Mulliken scheme both routes give 0.40165. The agreement was tested to within $2\times10^{-4}$.

This is a stronger check than the sum, because it tests an individual index. It does not choose between schemes: each index is the correct response to its own perturbation $W_k$. To choose a scheme is to choose what "a potential on boron" means.

## Worked example

The B–Cl length is set to 1.74 Å, a rough typical value. Both states use the PBE0 functional and the def2-SVP basis, restricted for the neutral with 56 electrons and unrestricted for the anion with 57. The Hirshfeld free atoms are spherically averaged Hartree–Fock atoms in the same basis.

The Hirshfeld charges of boron are $0.1222$ in the neutral and $-0.1946$ in the anion. For each chlorine they are $-0.0407$ and $-0.2685$. Hence

$$f_B=0.1222-(-0.1946)=0.3168,$$
$$f_{Cl}=-0.0407-(-0.2685)=0.2278.$$

The unrounded chlorine mean is 0.2277. The rounded charges give a sum of $0.3168+3(0.2278)=1.0002$; the unrounded ones give one with a residual of $-1.2\times10^{-7}$. A check on printed charges must allow for their rounding.

| Scheme | $f_B$ | $f_{Cl}$ | Neutral $q_B$ |
|---|---:|---:|---:|
| Hirshfeld | 0.317 | 0.228 | 0.122 |
| Mulliken | 0.382 | 0.206 | 0.097 |
| Löwdin | 0.413 | 0.196 | −0.642 |

In this compact basis all three schemes give boron the largest share of any single atom. In each, the three chlorines together receive more than boron; the Hirshfeld figure is 0.683. The ranking is not general: a different anion state, described below, reverses it in the Hirshfeld scheme. The schemes disagree even about the sign of boron's charge in the neutral. Their charges span 0.76, while their indices span 0.10, so much of the disagreement cancels in the difference here.

The frozen orbital would place 0.495 of the electron on boron. Relaxation changes this by $-0.178$, which leaves 0.317, and gives each chlorine $+0.059$. Using the empty orbital alone would overestimate boron's index by 56% of the relaxed value.

The singly occupied orbital changes sign under reflection in the molecular plane. Then $\psi(x,y,0)=-\psi(x,y,0)$, so it vanishes in that plane and has its density above and below it. A condensed index does not retain this directional information.

## What the sum detects and what it misses

**Reversed subtraction** gives $-1$ and is detected.

**Missing overlap terms** are also detected here. For normalized basis functions,

$$1=\mathrm{Tr}(\Delta D\,S)=\sum_\mu\Delta D_{\mu\mu}+\sum_{\mu\ne\nu}\Delta D_{\mu\nu}S_{\mu\nu}.$$

Keeping the diagonal terms alone gives 1.0386, so the omitted terms sum to $-0.0386$. The fault is visible but not dramatic; a tolerance of 5% would accept it.

**A missing spin** can pass. The neutral has 28 electrons of each spin, and the anion has 29 of one and 28 of the other. Populations of the majority spin alone sum to $29-28=1$, although the response of the other spin has been lost.

**Different complete partitions for the two states** pass as well, since each set of populations still adds up to its own electron number.

**Different geometries** pass for the same reason. An anion with 1.80 Å bonds, each tilted 15° out of the plane to the same side, lies 0.726 eV below the planar anion. Subtracting its charges from those of the planar neutral still gives a sum of 1.00000. The boron value moves only from 0.3168 to 0.3181, so in this case neither the sum nor the index gives a clear warning. The geometries themselves must be compared.

## When the anion is not bound

The PBE0 energies are $-1404.640241$ hartree for the neutral and $-1404.611443$ hartree for the anion. Thus $A=-0.028798$ hartree, or $-0.784$ eV. The last digits depend on the integration grid: a finer grid, tried on the def2-SVPD densities, moves each total energy by about $2\times10^{-5}$ hartree and $A$ by about $10^{-4}$ eV. In this basis the planar anion lies above the neutral, so the calculation does not show a bound electron. A compact basis cannot describe its escape to large distances.

The opposite limit shows what a large basis may do. Suppose the electron moves far away in an orbital $\chi$ and leaves the neutral density undisturbed. Then $\rho_{N+1}=\rho_N+|\chi|^2$, and the Hirshfeld index becomes

$$f_k=\int w_k(\mathbf r)|\chi(\mathbf r)|^2d^3r.$$

Its sum is still one, because $\sum_kw_k=1$ and $\chi$ is normalized. But the shares now reflect the relative tails of the free-atom densities and say nothing about where the molecule accepts an electron.

A Hartree–Fock comparison at the same geometry shows how a calculation can move in this direction. The def2-SVPD basis adds diffuse functions to def2-SVP. In each basis the anion was started by filling the lowest empty orbital of the neutral:

| Quantity | def2-SVP | def2-SVPD |
|---|---:|---:|
| Affinity (eV) | −1.470 | −1.401 |
| Orbital parity | odd | even |
| Orbital rms radius (Å) | 1.65 | 3.99 |
| Hirshfeld $f_B$ | 0.351 | 0.158 |
| Mulliken $f_B$ | 0.402 | 6.048 |
| Mulliken $f_{Cl}$ | 0.199 | −1.683 |

The parity refers to reflection in the molecular plane, and the radius is measured from boron. In the larger basis this start leads to a different kind of state, not to a refined version of the first. The Hirshfeld ranking is reversed, since each chlorine now has 0.281. The Mulliken values have left the range from zero to one, as the two-function analysis allows for strongly overlapping functions. Every sum is still 1.00000.

The starting orbital is responsible for this change. If the added electron is kept in an odd orbital, Hartree–Fock in def2-SVPD gives an anion 0.63 eV below the even one. Its affinity is −0.77 eV, its orbital radius 1.82 Å and its Hirshfeld $f_B$ 0.310. The valence state has survived the diffuse functions, and the even state in the table is a higher solution.

With PBE0, the odd state in def2-SVPD has an affinity of −0.02 eV and a Hirshfeld $f_B$ of 0.272, against −0.78 eV and 0.317 in def2-SVP. Even when the same kind of state is followed, the basis matters. The affinity in the larger basis is too close to zero to settle whether the planar anion is bound.

## Guidance for the settings

1. **Geometry.** Choose the neutral geometry and keep it for the anion. Turn off geometry optimization in the second calculation.
2. **Charge and spin.** Use charge 0 and a singlet for the neutral, charge $-1$ and a doublet for the anion. A pure doublet has $\langle S^2\rangle=0.75\hbar^2$; the value here is $0.7543\hbar^2$, so spin contamination is small.
3. **Initial orbital.** Converge the neutral and start the anion from its lowest empty valence orbital. With diffuse functions present, this need not be the lowest empty orbital. Inspect the parity and size of the converged orbital, and compare the energies of anions reached from different starts.
4. **Charge scheme.** Use the same scheme and the same weights for both states. Hirshfeld weights are a reasonable first choice when a division of real space is wanted. Distrust Mulliken indices when the added electron occupies strongly overlapping diffuse functions. The diffuse basis alone need not spoil them: in def2-SVPD the Hartree–Fock Mulliken $f_B$ is 6.05 for the diffuse even state but 0.37 for the valence odd state.
5. **Sum.** Compute all the indices and add them before rounding. Mulliken and Löwdin sums should miss one by roundoff alone, here about $10^{-14}$. A Hirshfeld residual also contains the error of numerical integration.
6. **Affinity.** If $A<0$, describe the result as that of a finite-basis anion. When diffuse functions are added, check that the same kind of state is being followed, and report how far the index moves. The indices of an unbound anion have no guaranteed complete-basis limit.

## Bearing on deposition and etching

Boron trichloride serves as a boron precursor and as an etch gas. The bond length used here is typical, and the result, a boron index of about 0.32 against 0.23 for each chlorine in def2-SVP, describes an isolated, motionless molecule. The PBE0 Hirshfeld value on boron falls to 0.272 in def2-SVPD, against 0.243 for each chlorine, so its second decimal is not converged. In a reactor the nuclei move during electron attachment, and at a surface the molecule exchanges charge with its neighbours. With PBE0 in def2-SVP, the tilted, stretched anion is $0.784-0.726=0.058$ eV above the planar neutral; in def2-SVPD it is 0.60 eV below. Nuclear motion therefore matters greatly for the energy of attachment, and diffuse functions decide even the sign of this difference. That shape was a trial and was not optimized.

For the index, stretching all bonds to 1.78 Å in both states raises the Hartree–Fock Hirshfeld value on boron from 0.351 to 0.362, or 3% of the first value. At 1.74 Å, replacing PBE0 by Hartree–Fock raises it from 0.317 to 0.351, or 11% of the PBE0 value. With PBE0 in def2-SVP, the choice among the three schemes moves it by up to 0.10, and in def2-SVPD, converging to the even state instead of the odd one lowers the Hartree–Fock value by 0.15. The effect of a surface was not computed and may be larger.

The index can therefore support a limited statement: in the planar valence anion, with PBE0 in both def2-SVP and def2-SVPD, the Hirshfeld division gives boron the largest single share of the added electron. Boron's lead over one chlorine shrinks from 0.09 to 0.03 between these two double-zeta bases, and larger bases were not examined, so the ranking is not shown to be converged. The index gives neither an attachment rate nor a reaction barrier. When precursors are compared, the functional, basis and charge scheme should be the same for all of them, and each anion should first be shown to hold its electron in a comparable valence orbital.

## Computed results

```
B-Cl length: 1.74 angstrom; level: PBE0/def2-SVP
electrons: neutral 56, anion 57
basis functions: 68
energy neutral: -1404.640241 hartree
energy anion: -1404.611443 hartree
vertical electron affinity: -0.784 eV
anion spin square: 0.7543 hbar^2
Hirshfeld neutral charges: B 0.1222, Cl -0.0407 e
Hirshfeld anion charges: B -0.1946, Cl -0.2685 e
Hirshfeld index: B 0.3168, Cl mean 0.2277, sum 1.00000
Hirshfeld sum minus one: -1.2e-07
Mulliken neutral charges: B 0.0966, Cl -0.0322 e
Mulliken anion charges: B -0.2856, Cl -0.2381 e
Mulliken index: B 0.3822, Cl mean 0.2059, sum 1.00000
Mulliken sum minus one: -2.8e-14
Lowdin neutral charges: B -0.6424, Cl 0.2141 e
Lowdin anion charges: B -1.0553, Cl 0.0184 e
Lowdin index: B 0.4130, Cl mean 0.1957, sum 1.00000
Lowdin sum minus one: -1.4e-14
spread of Hirshfeld Cl indices: 4.0e-06
Hirshfeld frozen part: B 0.4953, Cl mean 0.1682, sum 1.00000
relaxation part: B -0.1784, Cl mean 0.0595
added orbital: mirror parity -1.000, rms radius 1.65 angstrom
HF vertical affinity: -1.470 eV
HF Hirshfeld index: B 0.3515, Cl mean 0.2162, sum 1.00000
HF Mulliken index: B 0.4016, Cl mean 0.1995, sum 1.00000
HF added orbital: parity -1.000, rms radius 1.65 angstrom
perturbation strength: 0.001 hartree
Hirshfeld B index, HF: charges 0.35146, energies 0.35146
Mulliken B index, HF: charges 0.40165, energies 0.40165
sum with overlap terms omitted: 1.0386
distorted anion: bond 1.80 angstrom, tilt 15 deg
distorted minus planar anion energy: -0.726 eV
mixed-geometry Hirshfeld difference: B 0.3181, Cl mean 0.2273, sum 1.00000
HF Hirshfeld index at 1.78 angstrom: B 0.3619, Cl mean 0.2127, sum 1.00000
def2-SVPD basis functions: 101
HF/def2-SVPD vertical affinity: -1.401 eV
HF/def2-SVPD Hirshfeld index: B 0.1576, Cl mean 0.2808, sum 1.00000
HF/def2-SVPD Mulliken index: B 6.0483, Cl mean -1.6828, sum 1.00000
HF/def2-SVPD added orbital: parity 1.000, rms radius 3.99 angstrom
```
